# Allowed J of equivalent electrons, and where seniority is needed: a numerical check

```python
"""
Levels of n identical electrons in one subshell j, found by counting.
Result under test: the number of levels with angular momentum J is
    g(J) = N(J) - N(J+1),
where N(M) is the number of determinants with total projection M.
For j <= 7/2 the only repeated J are J = 2 and 4 of (7/2)^4, and the
two states of each are separated by seniority v = 2 and v = 4.
Symbols: m = orbital projection, k = j+m = 0..2j, M = sum(k) - n*j,
P+ = sum over m>0 of (-1)^(j-m) a+_m a+_(-m) creates a J=0 pair,
Omega = j+1/2 = number of pairs that fill the subshell.
Angular momenta are in units of hbar; integers named twice_* hold 2j, 2J, 2M.
The counts are compared with diagonalization of J^2 in Fock space.
"""
from collections import Counter
from itertools import combinations
from math import comb, sqrt
import numpy as np
import scipy.sparse as sp


def half(twice_value):
    if twice_value % 2 == 0:
        return str(twice_value // 2)
    return f"{twice_value}/2"


def determinants_by_projection(twice_j, n):
    groups = {}
    for occupied in combinations(range(twice_j, -1, -1), n):
        twice_m_total = 2 * sum(occupied) - n * twice_j
        groups.setdefault(twice_m_total, []).append(occupied)
    return groups


def levels_by_counting(twice_j, n):
    groups = determinants_by_projection(twice_j, n)
    levels = Counter()
    for twice_J in sorted(t for t in groups if t >= 0):
        g = len(groups[twice_J]) - len(groups.get(twice_J + 2, []))
        if g:
            levels[twice_J] = g
    return levels


def fock_operators(twice_j):
    """Number, Jz, J+, J^2 and P+ as matrices on the whole Fock space."""
    size = twice_j + 1
    lower = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    sign = sp.csr_matrix(np.diag([1.0, -1.0]))
    unit = sp.csr_matrix(np.eye(2))
    a = []
    for k in range(size):
        op = sp.csr_matrix(np.eye(1))
        for site in range(size):
            factor = sign if site < k else (lower if site == k else unit)
            op = sp.kron(op, factor, format="csr")
        a.append(op)
    zero = sp.csr_matrix((2**size, 2**size))
    number, jz, jplus, pair = zero, zero, zero, zero
    for k in range(size):
        occupation = a[k].T @ a[k]
        number = number + occupation
        jz = jz + (k - twice_j / 2) * occupation
        if k < twice_j:
            jplus = jplus + sqrt((twice_j - k) * (k + 1)) * (a[k + 1].T @ a[k])
        if 2 * k > twice_j:
            phase = (-1.0) ** (twice_j - k)
            pair = pair + phase * (a[k].T @ a[twice_j - k].T)
    jsquared = jplus.T @ jplus + jz @ jz + jz
    return number, jz, jplus, sp.csr_matrix(jsquared), sp.csr_matrix(pair)


def levels_by_diagonalization(number, jsquared, n):
    index = np.where(np.rint(number.diagonal()) == n)[0]
    values = np.linalg.eigvalsh(jsquared[index][:, index].toarray())
    twice_J = np.sqrt(1 + 4 * np.maximum(values, 0)) - 1
    assert np.max(np.abs(twice_J - np.rint(twice_J))) < 1e-6
    states = Counter(int(t) for t in np.rint(twice_J))
    for t, count in states.items():
        assert count % (t + 1) == 0
    return Counter({t: count // (t + 1) for t, count in states.items()})


# Counting against diagonalization of J^2, for every occupation number
counted = {}
operators = {}
for twice_j in (1, 3, 5, 7, 9):
    operators[twice_j] = fock_operators(twice_j)
    number, jz, jplus, jsquared, pair = operators[twice_j]
    for n in range(twice_j + 2):
        counted[twice_j, n] = levels_by_counting(twice_j, n)
        direct = levels_by_diagonalization(number, jsquared, n)
        assert counted[twice_j, n] == direct, (twice_j, n)

# Equal J for n electrons and n holes
for (twice_j, n), levels in counted.items():
    assert levels == counted[twice_j, twice_j + 1 - n]

# Closed count for two electrons
for twice_j in (1, 3, 5, 7, 9):
    groups = determinants_by_projection(twice_j, 2)
    for M in range(twice_j):
        assert len(groups[2 * M]) == (twice_j + 1 - M) // 2
    assert counted[twice_j, 2] == Counter({2 * J: 1 for J in range(0, twice_j, 2)})

# Where repeated J occur for j up to 7/2
repeated = {(tj, n, tJ) for (tj, n), levels in counted.items() if tj <= 7
            for tJ, g in levels.items() if g > 1}
assert repeated == {(7, 4, 4), (7, 4, 8)}

# Pair algebra: P+ is a scalar and [P, P+] = Omega - N
number, jz, jplus, jsquared, pair = operators[7]
omega = 4
identity = sp.identity(number.shape[0], format="csr")
commutator = pair.T @ pair - pair @ pair.T
assert abs(commutator - (omega * identity - number)).max() < 1e-12
for component in (jplus, jplus.T, jz):
    assert abs(pair @ component - component @ pair).max() < 1e-12

# Eigenvalues of P+P for each J of (7/2)^4, taken at M = J
pair_counter = sp.csr_matrix(pair @ pair.T)
seniority_of_value = {2 * omega - 2: 0, omega - 2: 2, 0: 4}
seniority_lines = []
for twice_J, g in sorted(counted[7, 4].items()):
    J = twice_J / 2
    chosen = (np.rint(number.diagonal()) == 4) & (np.abs(jz.diagonal() - J) < 1e-9)
    index = np.where(chosen)[0]
    values, vectors = np.linalg.eigh(jsquared[index][:, index].toarray())
    basis = vectors[:, np.abs(values - J * (J + 1)) < 1e-8]
    assert basis.shape[1] == g
    block = pair_counter[index][:, index].toarray()
    found = np.linalg.eigvalsh(basis.T @ block @ basis)
    g0, g2 = counted[7, 0][twice_J], counted[7, 2][twice_J]
    expected = [0] * (g - g2) + [omega - 2] * (g2 - g0) + [2 * omega - 2] * g0
    assert np.allclose(found, expected, atol=1e-9), (J, found, expected)
    whole = [int(x) for x in np.rint(found)]
    labels = [seniority_of_value[x] for x in whole]
    seniority_lines.append(f"  J={half(twice_J)}: P+P = {whole}, v = {labels}")

# Printed results
print("Angular momenta in units of hbar; all counts are pure numbers")
print("Determinants as digits k=j+m; N=count at M; g=levels with J=M")
for twice_j, n in ((5, 3), (7, 3), (7, 4)):
    groups = determinants_by_projection(twice_j, n)
    print(f"({half(twice_j)})^{n}: {comb(twice_j + 1, n)} determinants in all")
    for t in sorted((t for t in groups if t >= 0), reverse=True):
        text = " ".join("".join(map(str, d)) for d in groups[t])
        g = counted[twice_j, n][t]
        print(f"  M={half(t)} N={len(groups[t])} g={g}: {text}")
print("N(M) for two electrons, M = 0, 1, ..., 2j-1")
for twice_j in (3, 5, 7):
    groups = determinants_by_projection(twice_j, 2)
    print(f"  j={half(twice_j)}:", [len(groups[2 * M]) for M in range(twice_j)])
print("Allowed J (a repeated J is written repeatedly)")
for twice_j in (3, 5, 7):
    for n in range((twice_j + 1) // 2 + 1):
        holes = twice_j + 1 - n
        occupations = f"{n}" if n == holes else f"{n} or {holes}"
        allowed = ", ".join(half(t) for t in sorted(counted[twice_j, n].elements()))
        print(f"  j={half(twice_j)}, n={occupations}: {allowed}")
print("Repeated J for j <= 7/2:",
      "; ".join(f"({half(a)})^{b} J={half(c)}" for a, b, c in sorted(repeated)))
print(f"Seniority in (7/2)^4, Omega = {omega}")
for line in seniority_lines:
    print(line)
print("(9/2)^3 allowed J:",
      ", ".join(half(t) for t in sorted(counted[9, 3].elements())))
assert counted[9, 3][9] == 2
assert max(counted[9, 2].values()) == 1
print("every check passed")
```

Output:

```
Angular momenta in units of hbar; all counts are pure numbers
Determinants as digits k=j+m; N=count at M; g=levels with J=M
(5/2)^3: 20 determinants in all
  M=9/2 N=1 g=1: 543
  M=7/2 N=1 g=0: 542
  M=5/2 N=2 g=1: 541 532
  M=3/2 N=3 g=1: 540 531 432
  M=1/2 N=3 g=0: 530 521 431
(7/2)^3: 56 determinants in all
  M=15/2 N=1 g=1: 765
  M=13/2 N=1 g=0: 764
  M=11/2 N=2 g=1: 763 754
  M=9/2 N=3 g=1: 762 753 654
  M=7/2 N=4 g=1: 761 752 743 653
  M=5/2 N=5 g=1: 760 751 742 652 643
  M=3/2 N=6 g=1: 750 741 732 651 642 543
  M=1/2 N=6 g=0: 740 731 650 641 632 542
(7/2)^4: 70 determinants in all
  M=8 N=1 g=1: 7654
  M=7 N=1 g=0: 7653
  M=6 N=2 g=1: 7652 7643
  M=5 N=3 g=1: 7651 7642 7543
  M=4 N=5 g=2: 7650 7641 7632 7542 6543
  M=3 N=5 g=0: 7640 7631 7541 7532 6542
  M=2 N=7 g=2: 7630 7621 7540 7531 7432 6541 6532
  M=1 N=7 g=0: 7620 7530 7521 7431 6540 6531 6432
  M=0 N=8 g=1: 7610 7520 7430 7421 6530 6521 6431 5432
N(M) for two electrons, M = 0, 1, ..., 2j-1
  j=3/2: [2, 1, 1]
  j=5/2: [3, 2, 2, 1, 1]
  j=7/2: [4, 3, 3, 2, 2, 1, 1]
Allowed J (a repeated J is written repeatedly)
  j=3/2, n=0 or 4: 0
  j=3/2, n=1 or 3: 3/2
  j=3/2, n=2: 0, 2
  j=5/2, n=0 or 6: 0
  j=5/2, n=1 or 5: 5/2
  j=5/2, n=2 or 4: 0, 2, 4
  j=5/2, n=3: 3/2, 5/2, 9/2
  j=7/2, n=0 or 8: 0
  j=7/2, n=1 or 7: 7/2
  j=7/2, n=2 or 6: 0, 2, 4, 6
  j=7/2, n=3 or 5: 3/2, 5/2, 7/2, 9/2, 11/2, 15/2
  j=7/2, n=4: 0, 2, 2, 4, 4, 5, 6, 8
Repeated J for j <= 7/2: (7/2)^4 J=2; (7/2)^4 J=4
Seniority in (7/2)^4, Omega = 4
  J=0: P+P = [6], v = [0]
  J=2: P+P = [0, 2], v = [4, 2]
  J=4: P+P = [0, 2], v = [4, 2]
  J=5: P+P = [0], v = [4]
  J=6: P+P = [2], v = [2]
  J=8: P+P = [0], v = [4]
(9/2)^3 allowed J: 3/2, 5/2, 7/2, 9/2, 9/2, 11/2, 13/2, 15/2, 17/2, 21/2
every check passed
```
